\section*{Why sodium 3s and argon 3p photoionisation show Cooper minima}

\section*{Question}

When light ejects the 3s electron of sodium or a 3p electron of argon, the cross section falls to a deep minimum at some energy above threshold and then rises again. Why does this happen, and what do the radial nodes of the orbital have to do with it?

\section*{Answer}

\subsection*{The mechanism: two waves with a movable overlap}

The ejected electron's wave oscillates in $r$, and its nodes move inward as its energy rises. The dipole integral weighs this wave against the bound orbital. If the overlap is negative at threshold and positive at high energy, it passes through zero in between, and the cross section of that channel vanishes there.

To give this a precise meaning, take one electron in a local central field $V(r)$, the same before and after ionisation, with the other electrons frozen and spin--orbit coupling neglected. Hartree atomic units are used unless stated. The bound radial function $u$, with angular momentum $l$ and energy $E_0<0$, obeys
\begin{equation}
u''=2q\,u,\qquad q=\frac{l(l+1)}{2r^2}+V-E_0 ,
\end{equation}
and $\int u^2dr=1$. The main channel leads to angular momentum $l+1$ and energy $E=k^2/2$, with radial function $P$:
\begin{equation}
P''=-QP,\qquad Q=2(E-V)-\frac{(l+1)(l+2)}{r^2}.
\end{equation}
The signs are fixed at the nucleus: $u\simeq a\,r^{l+1}$ with $a>0$, and $P\simeq r^{l+2}$. Then
\begin{equation}
D(E)=\int_0^\infty u\,r\,P\,dr
\end{equation}
is real and continuous in $E$, and its sign has a meaning.

The nodes of $P$ do move inward. Write $\dot P=\partial P/\partial E$. Differentiating the equation for $P$ gives $\dot P''=-Q\dot P-2P$, so $(P\dot P'-P'\dot P)'=-2P^2$. Integrate from 0 to a node $r_0$, where $P=0$, to get $P'(r_0)\dot P(r_0)=2\int_0^{r_0}P^2dr$. Since $P(r_0(E),E)=0$,
\begin{equation}
\frac{dr_0}{dE}=-\frac{\dot P(r_0)}{P'(r_0)}=-\frac{2}{P'(r_0)^2}\int_0^{r_0}P^2dr<0 .
\end{equation}

In argon, 3p has one node, so its large outer lobe is negative. For a slow d wave, the centrifugal term $3/r^2$ cancels most of the attraction between about 1 and $4\,a_0$. The wave therefore bends slowly, and its positive first lobe reaches to $7.3\,a_0$ and covers almost the whole orbital. Hence $D<0$ at threshold. As the energy rises, the first d node enters the outer lobe of 3p and the overlap turns positive.

In sodium, 3s has two nodes and a positive outer lobe. The slow p wave has an inner node, so it is negative over most of that lobe and positive in its far part. The two contributions almost cancel already at threshold, and a small inward shift of the second p node reverses the sign.

\subsection*{From the integral to the cross section}

For a light field $F\cos\omega t$ along $z$, the golden rule gives the rate $2\pi(F/2)^2|z_{fi}|^2$. The photon flux is $cF^2/(8\pi\omega)$. Their ratio is $4\pi^2\alpha\omega|z_{fi}|^2$, with $\alpha=1/c$ and $\omega=E-E_0$. The angular factor for $l\to l+1$, summed over $m$, is
\begin{equation}
\sum_{m=-l}^{l}\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}
=\frac{(l+1)^2-\tfrac13l(l+1)}{2l+3}=\frac{l+1}{3}.
\end{equation}
Exchanging the roles of the two states gives $l/3$ for $l\to l-1$. Let $A$ be the amplitude of the sine wave that $P$ becomes at large $r$. Normalisation per unit energy multiplies $P$ by $\sqrt{2/(\pi k)}/A$. For $N$ electrons in the shell, averaged over $m$,
\begin{equation}
\sigma_{l+1}=\frac{4\pi^2\alpha}{3}\,N\,\frac{l+1}{2l+1}\,\omega\,\frac{2}{\pi k}\,\frac{D^2}{A^2}.
\end{equation}
The other factors are positive, so above threshold this partial cross section vanishes where $D=0$.

\subsection*{The sign at high energy does not depend on nodes}

The length form hides the high-energy sign behind strong cancellation. A second form exposes it. Let $H_{l+1}$ be the radial Hamiltonian of the final channel, so that $H_{l+1}-E_0=-\frac12\frac{d^2}{dr^2}+q+\frac{l+1}{r^2}$. Since $(ru)''=2u'+2rqu$,
\begin{equation}
(H_{l+1}-E_0)(ru)=-u'+\frac{l+1}{r}u\equiv v .
\end{equation}
Apply the operator again, using $u'''=2q'u+2qu'$:
\begin{align}
-\tfrac12v''&=q'u+qu'-(l+1)\left(\frac{qu}{r}-\frac{u'}{r^2}+\frac{u}{r^3}\right),\\
\left(q+\frac{l+1}{r^2}\right)v&=-qu'+(l+1)\frac{qu}{r}-(l+1)\frac{u'}{r^2}+(l+1)^2\frac{u}{r^3}.
\end{align}
In the sum, the terms with $qu'$, $qu/r$ and $u'/r^2$ cancel, which leaves $q'u+l(l+1)u/r^3=V'u$.

Now multiply each of the two results by $P$ and integrate by parts twice. The operator then acts on $P$ and gives the factor $E-E_0=\omega$. The boundary terms vanish at infinity because $u$ decays exponentially. They vanish at the origin because $ru$ and $P$ are of order $r^{l+2}$ and the leading terms of $v$ cancel, so $v=O(r^{l+1})$. Therefore
\begin{equation}
\omega^2D=\int_0^\infty u\,V'\,P\,dr .
\label{acc}
\end{equation}

For a nucleus of charge $Z$ and a field that is smooth away from it, the region $r\sim1/k$ decides the integral when $k\gg Z$. There $V'\simeq Z/r^2$, $u\simeq ar^{l+1}$, and $P$ is the free wave $(2l+3)!!\,r\,j_{l+1}(kr)/k^{l+1}$. With $x=kr$,
\begin{equation}
\omega^2D\simeq\frac{Za\,(2l+3)!!}{k^{2l+2}}\,I_l,\qquad I_l=\int_0^\infty x^l j_{l+1}(x)\,dx .
\end{equation}
The oscillating upper limit is dropped, because the true integrand is cut off smoothly. From $j_1=-j_0'$ one finds $I_0=1$. From $j_2/x=-(j_1/x)'$, one integration by parts gives $I_1=2\int j_1dx=2$. Both are positive, so for s and p orbitals $D>0$ at high energy, however many nodes $u$ has. A negative $D$ at threshold thus forces an odd number of sign changes.

\subsection*{Nodes allow the zero but do not force it}

In a pure Coulomb field the 2s, 3s and 3p orbitals have nodes. The numerical check scans 2s and 3p from near threshold to high energy and finds $D>0$ throughout.

For 3p the geometry shows the difference from argon. The Coulomb orbital is $u\propto r^2(1-Zr/6)e^{-Zr/3}$. Setting $u'=0$ gives $(Zr)^2-15Zr+36=0$, so the outer lobe peaks at $r=12/Z$. The bound 4d function, proportional to $r^3(1-Zr/12)e^{-Zr/4}$, has its node at the same radius. Nodes move inward with energy, so every continuum d wave has its first node inside $12/Z$. Even at threshold the d wave has already changed sign before the peak. In argon, by contrast, the outer lobe of 3p peaks at $1.32\,a_0$, while the first d node starts at $7.3\,a_0$, far beyond that peak.

\subsection*{When a nodeless orbital has no zero}

Let $u>0$ and $V'>0$, so that $h=uV'$ is a positive weight in (\ref{acc}). The wave $P$ still oscillates, so positivity of $h$ alone settles nothing. What matters is whether the successive lobes of $hP$ shrink. If they do, their areas $A_1>A_2>\dots$ give
\begin{equation}
\omega^2D=(A_1-A_2)+(A_3-A_4)+\dots>0 .
\end{equation}

A condition for this follows from a change of variables that absorbs the weight. Put $s=h^{-1/3}$, $P=s\,y$ and $dt=dr/s^2$. Then $P'=s'y+y_t/s$. In the next derivative the two terms with $s'y_t$ cancel, and $P''=s''y+y_{tt}/s^3$. Hence
\begin{equation}
y_{tt}+\Phi y=0,\qquad \Phi=s^4Q+s^3s'',\qquad \int hP\,dr=\int hs^3y\,dt=\int y\,dt .
\end{equation}

Suppose $\Phi$ increases with $r$. At a node $t_j$ of $y$, compare the lobe before it with the lobe after it through $X(\tau)=|y(t_j-\tau)|$ and $Y(\tau)=|y(t_j+\tau)|$. They start from zero with equal slopes, and
\begin{equation}
(X'Y-XY')'=\left[\Phi(t_j+\tau)-\Phi(t_j-\tau)\right]XY>0 .
\end{equation}
So $X/Y$ grows from 1. The later lobe is lower everywhere and ends sooner, and its area is smaller.

For the Coulomb 1s and 2p orbitals the condition can be proved. Scale lengths so that $Z=1$, and write $x=1/r$. Up to a constant, $h=r^{l-1}e^{-r/(l+1)}$.

For 1s, $s=r^{1/3}e^{r/3}$ and $s''/s=\frac19+\frac29x-\frac29x^2$. At $E=0$ this gives $\Phi=s^4B$ with $B=\frac19+\frac{20}9x-\frac{20}9x^2$. Since $(s^4)'/s^4=\frac43(1+x)$,
\begin{equation}
\frac{\Phi'}{s^4}=\tfrac43(1+x)B-\tfrac{20}{9}x^2+\tfrac{40}{9}x^3
=\tfrac{4}{27}\left(1+21x-15x^2+10x^3\right).
\end{equation}
For 2p, $s=e^{r/6}$ and $B=\frac1{36}+2x-6x^2$, so
\begin{equation}
\frac{\Phi'}{s^4}=\tfrac23B-2x^2+12x^3=\tfrac1{54}+\tfrac43x-6x^2+12x^3 .
\end{equation}
In both cases the last three terms are $x$ times a quadratic with negative discriminant, so $\Phi'>0$. A positive energy adds $2Es^4$ to $\Phi$, which also increases because $s$ does. Hence $D>0$ for every $E\ge0$.

The field matters in this argument. Take a square well of depth $V_0$ and radius $b$. Its force is concentrated at the edge, $V'=V_0\,\delta(r-b)$, and (\ref{acc}) becomes $\omega^2D=V_0u(b)P(b)$. For the nodeless s state, $P\propto r\,j_1(Kr)$ inside, with $K^2=2(E+V_0)$. So $D$ vanishes when $j_1(Kb)=0$, that is, when $\tan Kb=Kb$. For $V_0=2$ Ha and $b=1\,a_0$, direct integration of $urP$ finds a zero at $E=8.095$ Ha. There $Kb=\sqrt{2\times10.095}=4.493$, the first positive root. Absence of nodes therefore excludes a Cooper minimum only together with a suitable field, such as the pure Coulomb field, for which the proof above covers 1s and 2p.

\subsection*{The numbers for sodium and argon}

The field is that of the ion left behind: Na$^+$, or argon with one 3p electron removed and the rest averaged over angles. Hartree--Fock densities $\rho$ give the electrostatic part $V_s$. Exchange is made local by treating the electron as a plane wave with local momentum $\kappa$. The exchange term is $-\sum_i\phi_i(\mathbf r)\int\phi_i^*(\mathbf r')\psi(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ over occupied orbitals of parallel spin. If $\phi_i$ is taken as slowly varying and moved out of the integral, the Coulomb kernel acting on the plane wave $\psi$ returns $\psi$ times $4\pi/\kappa^2$. Half the density is taken to have parallel spin, so $V_x=-(4\pi/\kappa^2)(\rho/2)$. At zero energy $\kappa^2=-2(V_s+V_x)$, hence $V_x^2+V_sV_x-\pi\rho=0$, and the attractive root is
\begin{equation}
V_x=\tfrac12\left[-V_s-\sqrt{V_s^2+4\pi\rho}\right].
\end{equation}
This is the Furness--McCarthy potential at zero energy. It gives $E_0=-0.182$ Ha for sodium 3s and $-0.579$ Ha for argon 3p. The Hartree--Fock levels are $-0.182$ and $-0.591$ Ha.

In the table, $E$ is in Ha. The balance is $D/\int|urP|\,dr$, which would be $\pm1$ without cancellation. The node is the one that moves through the outer lobe: the second p node for sodium, the first d node for argon.

\begin{center}
\begin{tabular}{lccc}
 & $E$ & node ($a_0$) & balance\\
Na 3s & 0.001 & 6.06 & $-0.051$\\
 & 0.049 & 5.47 & 0\\
 & 0.197 & 4.49 & $+0.036$\\
Ar 3p & 0.001 & 7.27 & $-0.986$\\
 & 0.817 & 2.17 & 0\\
 & 3.266 & 1.30 & $+0.117$
\end{tabular}
\end{center}

The outer lobes peak at $3.39\,a_0$ in sodium and $1.32\,a_0$ in argon. At sodium's threshold the positive and negative parts of the integrand already stand at $(1-0.051)/2=0.47$ against $0.53$, so its minimum lies close to threshold. Argon starts with almost no cancellation, and its d node must travel much further.

At the zero, the region inside the last orbital node contributes only $-0.002$ to the balance in sodium and $+0.003$ in argon. In the length form, then, the outer lobe nearly cancels against itself, and the inner lobes make a small correction. The nodes still matter, because they set the sign of the outer lobe relative to the nucleus, where the high-energy sign is decided.

The photon energies at the zeros are
\begin{align}
\text{Na: }&0.0492+0.1821=0.2313\text{ Ha}=6.3\text{ eV},\\
\text{Ar: }&0.817+0.579=1.396\text{ Ha}=38\text{ eV}.
\end{align}
The nodeless orbitals in the same field give a comparison, though not one that isolates the nodes, since they are also far more tightly bound ($-36.6$ and $-8.3$ Ha) and hence much more compact. Sodium 1s and argon 2p show no sign change over the energy scan. The scan ends at $E=50$ Ha. The largest ratios of successive lobe areas, leaving out negligible lobes, occur there and are 0.03 and 0.17. They grow with energy, to 0.32 and 0.58 at 500 Ha, but stay below 1 at these energies, so the lobes shrink as the argument requires.

In sodium, p is the only dipole channel from 3s. Its cross section goes from 0.073 Mb at $E=0.01$ Ha through zero to 0.084 Mb at $0.197$ Ha. In argon the channel 3p$\to\varepsilon$s remains open. At the d-wave zero it still supplies 0.81 Mb, compared with totals for the 3p shell of about $102+4=106$ Mb at $E=0.01$ Ha and $0.80+0.11=0.91$ Mb at $3.27$ Ha. The total is lower at the d-wave zero than at either of these energies, so it has a minimum without reaching zero, and the falling s contribution shifts that minimum above the zero of $D$, to about 0.76 Mb near $E=0.93$ Ha, a photon energy of about 41 eV.

These positions and sizes belong to the model. It omits core polarisation, relaxation, coupling between channels and the full nonlocal exchange. It also uses the zero-energy exchange potential for fast electrons. Putting $\kappa^2=2(E-V_s-V_x)$ for the continuum wave moves the argon d-wave zero to about 42 eV and the minimum of the 3p total to about 45 eV, and it moves the sodium zero from 0.049 to 0.052 Ha. The argon total of 106 Mb near threshold is about three times the measured value of roughly 30 Mb. The measured argon minimum lies at roughly 50 eV, above both the model's d-wave zero at 38 eV and the minimum of its 3p total near 41 eV, and the calculation does not determine which omission is responsible. Spin--orbit coupling splits sodium's p channel into two with slightly different zeros, so the real cross section need not vanish at any one energy.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coulomb field, nuclear charge = 3
  1s: no zero; D/high-energy form at k=1000: 0.9906
  1s: largest successive lobe ratio: 0.359
  2s: no zero; D/high-energy form at k=1000: 0.9906
  2p: no zero; D/high-energy form at k=1000: 0.9906
  2p: largest successive lobe ratio: 0.627
  3p: no zero; D/high-energy form at k=1000: 0.9906
H 1s cross section at E=0.5 Ha: 0.9314 Mb; closed formula 0.9314 Mb
Square well depth 2.0 Ha, radius 1.0 a0: level -0.2036 Ha
  nodeless orbital, zero of D at E = 8.0954 Ha
Na 3s: level -0.1821 Ha (Hartree-Fock -0.1822 Ha)
  orbital nodes (a0): [0.197 1.066] outer maximum 3.385 a0
  zero of D: electron energy 0.0492 Ha = 1.34 eV
  photon energy there 0.2313 Ha = 6.29 eV
  length/acceleration mismatch 1.3e-06
  1s in same field: level -36.627 Ha, no zero, lobe ratio 0.029
  parts of D inside/outside last orbital node, over int |u r P|:
   E=0.0010 Ha: in -0.0019, out -0.0491, sum -0.0510; P nodes (a0) [ 1.2   6.06 13.24]
   E=0.0492 Ha: in -0.0021, out +0.0021, sum +0.0000; P nodes (a0) [ 1.18  5.47 11.08]
   E=0.1968 Ha: in -0.0024, out +0.0380, sum +0.0356; P nodes (a0) [1.14 4.49 8.36]
   E=0.0100 Ha: sigma(l+1) = 0.0733 Mb
   E=0.0492 Ha: sigma(l+1) = 0.0000 Mb
   E=0.1968 Ha: sigma(l+1) = 0.0841 Mb
Ar 3p: level -0.5792 Ha (Hartree-Fock -0.5910 Ha)
  orbital nodes (a0): [0.498] outer maximum 1.318 a0
  zero of D: electron energy 0.8166 Ha = 22.22 eV
  photon energy there 1.3957 Ha = 37.98 eV
  length/acceleration mismatch 2.0e-06
  2p in same field: level -8.327 Ha, no zero, lobe ratio 0.173
  parts of D inside/outside last orbital node, over int |u r P|:
   E=0.0010 Ha: in +0.0011, out -0.9873, sum -0.9863; P nodes (a0) [ 7.27 15.96 26.86]
   E=0.8166 Ha: in +0.0026, out -0.0026, sum +0.0000; P nodes (a0) [2.17 4.55 6.89]
   E=3.2662 Ha: in +0.0043, out +0.1131, sum +0.1174; P nodes (a0) [1.3  2.5  3.73]
   E=0.0100 Ha: sigma(l+1) = 101.6443 Mb, sigma(l-1) = 4.0198 Mb
   E=0.8166 Ha: sigma(l+1) = 0.0000 Mb, sigma(l-1) = 0.8125 Mb
   E=3.2662 Ha: sigma(l+1) = 0.7976 Mb, sigma(l-1) = 0.1090 Mb
\end{verbatim}
